\section*{Breit-Rabi levels for J = 1/2 and field-independent clock transitions}

\section{Problem}

An atomic level has electronic angular momentum $J=1/2$ and nuclear spin $I\ge 1/2$. In a static field $B\ge 0$ along $z$ its Hamiltonian is
\begin{equation}
H=A\,\mathbf I\cdot\mathbf J+\mu_B B\,(g_JJ_z+g_II_z),
\label{eq:H}
\end{equation}
with dimensionless spin operators. The factor $g_I$ carries the sign shown here, so it is negative for a positive nuclear moment. Mixing with other electronic levels and terms quadratic in $B$ are left out of $H$. Take $A>0$ and $g_J>g_I$ unless stated otherwise. The total angular momentum is $\mathbf F=\mathbf I+\mathbf J$, with $F=I\pm\frac12$, and $m$ is the eigenvalue of $F_z$.

\begin{enumerate}
\item Find the energies at any field.
\item A clock transition is first-order field independent where its frequency $\nu$ satisfies $d\nu/dB=0$. Find the fields at which this happens for (a) the pair $(F=I+\frac12,m)\leftrightarrow(F=I-\frac12,m)$, and (b) the pair $(F=I+\frac12,m)\leftrightarrow(F=I-\frac12,-m)$ with $m\neq0$.
\item Evaluate the results for the model parameters $I=3/2$, $A/h=1000$ MHz, $g_J=2$, $g_I=-0.001$, taking $m=-1$ in (a) and $m=+1$ in (b).
\end{enumerate}

\section{A tempting solution}

At $B=0$ the states $|F,m\rangle$ are eigenstates. From $\mathbf F^2=\mathbf I^2+\mathbf J^2+2\,\mathbf I\cdot\mathbf J$,
\begin{equation}
E_F=\frac A2\left[F(F+1)-I(I+1)-\tfrac34\right]
=\begin{cases}\ \ \tfrac12AI,&F=I+\frac12,\\[2pt]-\tfrac12A(I+1),&F=I-\frac12.\end{cases}
\label{eq:zero}
\end{equation}
The splitting is $\Delta=A(I+\frac12)$.

To include the field, use the projection theorem: within one level $F$, the vector operator $\mathbf J$ acts as a multiple $\alpha_F$ of $\mathbf F$. Since $\mathbf J\cdot\mathbf F=\mathbf J^2+\mathbf I\cdot\mathbf J=\frac12(\mathbf F^2+\mathbf J^2-\mathbf I^2)$,
\begin{equation}
\alpha_F=\frac{F(F+1)+\frac34-I(I+1)}{2F(F+1)} .
\end{equation}
For $F=I+\frac12$ the numerator is $I+\frac32$ and the denominator is $2(I+\frac12)(I+\frac32)$, so $\alpha_F=1/(2I+1)$. For $F=I-\frac12$ the numerator is $-(I-\frac12)$ and the denominator is $2(I-\frac12)(I+\frac12)$, so $\alpha_F=-1/(2I+1)$. (If $I=\frac12$, this level has $F=0$ and the element of $J_z$ is zero.) With $I_z=F_z-J_z$, the energies become
\begin{equation}
E\approx E_F+g_F\mu_BmB,\qquad g_F=g_I\pm\frac{g_J-g_I}{2I+1}.
\label{eq:weak}
\end{equation}

The transition frequencies are then straight lines in $B$. For pair (a) the slope of $h\nu$ is $2m(g_J-g_I)\mu_B/(2I+1)$. For pair (b) the large parts of the two $g_F$ cancel and the slope is $2mg_I\mu_B$. The attempt concludes that an equal-$m$ transition with $m=0$ is field independent at every field, and that no transition of either kind with $m\ne0$ has a field-independent point.

\section{Where it fails}

The matrix elements used above are correct. The fault is that the others were dropped. $J_z$ is a component of a rank-one tensor operator, and such an operator can connect levels whose $F$ differs by one. It commutes with $F_z$, so it couples $|I+\frac12,m\rangle$ to $|I-\frac12,m\rangle$.

The size of the missing element follows without any coupling coefficients. Define
\begin{equation}
u=\frac{2m}{2I+1},\qquad s=\sqrt{1-u^2}.
\end{equation}
For $|m|\le I-\frac12$ both values of $F$ occur, and the two states span the whole space of that $m$. In this basis $J_z$ has diagonal elements $\pm u/2$ and an off-diagonal element $w$. Because $J=\frac12$, $J_z^2=\frac14$. A diagonal element of this identity reads
\begin{equation}
\frac{u^2}{4}+|w|^2=\frac14,\qquad\text{so}\qquad |w|=\frac s2 .
\label{eq:w}
\end{equation}
This is not zero for any $m$ that occurs in both levels.

To compare it with the splitting, note that at fixed $m$ we have $I_z=m-J_z$. The Zeeman term is therefore
\begin{equation}
\mu_BB(g_JJ_z+g_II_z)=g_I\mu_BmB+\kappa BJ_z,\qquad \kappa=(g_J-g_I)\mu_B .
\label{eq:zeeman}
\end{equation}
With $x=\kappa B/\Delta$, the neglected coupling is $\Delta xs/2$, against a zero-field spacing $\Delta$. In second order it pushes the two levels apart by $\Delta x^2s^2/4$ each. This matters in two ways. At $x$ of order one the coupling is not small at all. At small $x$ the energy correction is small, but its slope grows in proportion to $B$ and can cancel a first-order slope that is itself small, as in pair (b). Equation \eqref{eq:weak} gives the slopes at $B=0$; it says nothing reliable about where a slope vanishes later.

\section{The energies from $2\times2$ blocks}

\subsection{The block}

$H$ commutes with $F_z$, so each $m$ can be treated alone. For $|m|\le I-\frac12$ there are two product states $|m_J,m_I\rangle$:
\begin{equation}
|a\rangle=|{+\tfrac12},\,m-\tfrac12\rangle,\qquad |b\rangle=|{-\tfrac12},\,m+\tfrac12\rangle .
\end{equation}
Write $\mathbf I\cdot\mathbf J=I_zJ_z+\frac12(I_+J_-+I_-J_+)$. The first term and the Zeeman term are diagonal:
\begin{align}
H_{aa}&=\tfrac12A(m-\tfrac12)+\mu_BB\left[\tfrac12g_J+g_I(m-\tfrac12)\right],\\
H_{bb}&=-\tfrac12A(m+\tfrac12)+\mu_BB\left[-\tfrac12g_J+g_I(m+\tfrac12)\right].
\end{align}
In the off-diagonal element, $J_-$ takes $m_J=+\frac12$ to $-\frac12$ with coefficient 1, and $I_+$ raises $m_I=m-\frac12$ to $m+\frac12$:
\begin{equation}
H_{ba}=\frac A2\sqrt{I(I+1)-(m-\tfrac12)(m+\tfrac12)}=\frac A2\sqrt{(I+\tfrac12)^2-m^2},
\end{equation}
because $I(I+1)+\frac14=(I+\frac12)^2$.

Half the sum and half the difference of the diagonal elements are
\begin{align}
\bar E&=\tfrac12(H_{aa}+H_{bb})=-\tfrac14A+g_I\mu_BmB,\\
\tfrac12(H_{aa}-H_{bb})&=\tfrac12Am+\tfrac12(g_J-g_I)\mu_BB=\tfrac12\Delta(u+x).
\end{align}
The last form uses $A=2\Delta/(2I+1)$, hence $Am=\Delta u$. In the same way $H_{ba}=\frac12A(I+\frac12)\sqrt{1-u^2}=\frac12\Delta s$. The block is
\begin{equation}
H_m=\bar E+\frac\Delta2\begin{pmatrix}u+x&s\\ s&-(u+x)\end{pmatrix}.
\label{eq:block}
\end{equation}
The square of the matrix in \eqref{eq:block} is $R^2$ times the unit matrix, with
\begin{equation}
R=\sqrt{(u+x)^2+s^2}=\sqrt{1+2ux+x^2},
\end{equation}
and its trace is zero, so its eigenvalues are $\pm R$. Inserting $\frac14A=\Delta/[2(2I+1)]$ gives the Breit-Rabi formula
\begin{equation}
E_\pm(m)=-\frac{\Delta}{2(2I+1)}+g_I\mu_BmB\pm\frac\Delta2\sqrt{1+\frac{4mx}{2I+1}+x^2}.
\label{eq:BR}
\end{equation}

At $B=0$ the two values are $-\frac14A\pm\frac12A(I+\frac12)$, that is $\frac12AI$ and $-\frac12A(I+1)$. By \eqref{eq:zero} the upper sign belongs to $F=I+\frac12$ and the lower to $F=I-\frac12$. Since $R\ge s>0$, the two levels of a block never meet, and the label can be carried to any field. It then names the zero-field origin of the level; $F$ itself is no longer a good quantum number. The formula also holds for $A<0$ if $\Delta$ and $x$ keep their signs.

The attempt can be repaired in its own basis. With \eqref{eq:w} and \eqref{eq:zeeman}, half the diagonal difference is $\frac12\Delta(1+ux)$ and the coupling has size $\frac12\Delta sx$. The root becomes $\sqrt{(1+ux)^2+s^2x^2}$, which equals $R$ because $u^2+s^2=1$. The neglected element supplies the term $s^2x^2$.

\subsection{The two stretched states}

For $m=\pm(I+\frac12)$ there is one product state, $|{\pm\frac12},\pm I\rangle$. Each ladder product contains an operator that annihilates it, so
\begin{equation}
E=\tfrac12AI\pm\mu_BB\left(\tfrac12g_J+g_II\right).
\label{eq:stretch}
\end{equation}
This is \eqref{eq:BR} with the upper sign of the root term and with the root replaced by $1\pm x$: the constant is $-\frac14A+\frac12\Delta=\frac12AI$, and the field term is $\pm B[g_I\mu_B(I+\frac12)+\frac12\kappa]$, in which the terms $\pm\frac12g_I$ cancel. Taken literally, the root at $u=-1$ is $|1-x|$, which has the wrong sign for $x>1$.

\subsection{Weak and strong field}

For small $x$, $R\approx1+ux$, and \eqref{eq:BR} returns the straight lines \eqref{eq:weak}. For $x\gg1$, $R\approx x+u$, and the energies approach $H_{aa}$ and $H_{bb}$: the electron and nuclear spins are then separately quantized along the field.

\section{The clock fields}

\subsection{Equal $m$}

The terms $g_I\mu_BmB$ are the same in both levels and cancel in the difference:
\begin{equation}
h\nu=\Delta R=\Delta\sqrt{s^2+(x+u)^2}.
\label{eq:nua}
\end{equation}
Since $dx/dB=\kappa/\Delta$,
\begin{equation}
h\frac{d\nu}{dB}=\frac{\kappa(x+u)}{R},\qquad
h\frac{d^2\nu}{dB^2}=\frac{\kappa^2}{\Delta}\left[\frac1R-\frac{(x+u)^2}{R^3}\right]=\frac{\kappa^2s^2}{\Delta R^3}.
\label{eq:deriv}
\end{equation}
The slope vanishes at $x=-u$ and nowhere else. In terms of the field,
\begin{equation}
B_0=-\frac{u\Delta}{\kappa}=-\frac{mA}{(g_J-g_I)\mu_B}.
\label{eq:B0}
\end{equation}
This is a positive field for $m<0$, zero field for $m=0$, and no allowed field for $m>0$. A state with $m=0$ exists only for half-odd $I$, and its transition is flat at $B=0$ alone, not at every field. At $B_0$, $R=s$, so
\begin{equation}
h\nu_0=\Delta s,\qquad h\frac{d^2\nu}{dB^2}\bigg|_{B_0}=\frac{\kappa^2}{\Delta s}.
\label{eq:curv}
\end{equation}

The reason for the flat point can be read from the block. Let $v$ be an eigenvector of $M=(u+x)\sigma_z+s\sigma_x$ with eigenvalue $\pm R$. The Pauli matrices obey $\sigma_z^2=1$ and $\sigma_x\sigma_z+\sigma_z\sigma_x=0$, so $M\sigma_z+\sigma_zM=2(u+x)$. Its expectation value in $v$ gives $\pm2R\langle\sigma_z\rangle=2(u+x)$. As $J_z=\frac12\sigma_z$ in the product basis,
\begin{equation}
\langle J_z\rangle=\pm\frac{u+x}{2R}.
\label{eq:Jz}
\end{equation}
At $x=0$ this is $\pm u/2$, which proves the diagonal elements taken earlier from the projection theorem. Differentiating \eqref{eq:BR} gives $dE_\pm/dB=g_I\mu_Bm+\kappa\langle J_z\rangle$. At $x=-u$ the hyperfine and Zeeman parts of $H_{aa}-H_{bb}$ cancel, each eigenstate is an equal-weight superposition of $|a\rangle$ and $|b\rangle$, and $\langle J_z\rangle=0$ in both. The two levels keep the same small slope $g_I\mu_Bm$, which drops out of the frequency. The clock field is the centre of an avoided crossing, where the gap is smallest.

For $A<0$ the condition is still $x=-u$, but now $x<0$ at positive field, so $m>0$ is required.

\subsection{Opposite $m$}

This pair changes $m$ by $2m$. The magnetic dipole operator changes $m$ by at most one, so a single photon drives the transition only for $|m|=\frac12$; for $|m|=1$, as in the example below, two photons are needed. With $m$ in the upper level and $-m$ in the lower, the nuclear terms add:
\begin{equation}
h\nu=\Delta f(x)+2mg_I\mu_BB,\quad
f(x)=\tfrac12\left[\sqrt{1+2ux+x^2}+\sqrt{1-2ux+x^2}\right].
\end{equation}
Since $\mu_BB=\Delta x/(g_J-g_I)$, the stationary point satisfies
\begin{equation}
f'(x)=\eta,\qquad \eta=-\frac{2mg_I}{g_J-g_I}.
\label{eq:eta}
\end{equation}
The function $f$ is even, so $f'(0)=0$. By the same differentiation as in \eqref{eq:deriv}, each root has second derivative $s^2/(\text{root})^3>0$, so $f'$ increases steadily, and it tends to 1 at large $x$. There is therefore one solution at positive field if $0<\eta<1$ and none if $\eta<0$ or $\eta\ge1$. The first case needs $mg_I<0$. If $g_I$ were zero, the flat point would lie at $B=0$.

For $\eta\ll s^2$, that is $|2mg_I|\ll(g_J-g_I)s^2$, the solution lies at small $x$. For large $I$ and $|m|$ near $I-\frac12$ this is a stronger demand than $|g_I|\ll g_J$. Each root equals 1 at $x=0$ and has second derivative $s^2$ there; the odd terms cancel in the sum. Hence $f=1+\frac12s^2x^2+O(x^4)$, and to leading order
\begin{equation}
x_0\approx\frac{\eta}{s^2}=-\frac{2mg_I}{(g_J-g_I)s^2},\qquad
h\nu_0-\Delta\approx\Delta\left(\tfrac12s^2x_0^2-\eta x_0\right)=-\tfrac12\Delta s^2x_0^2 .
\label{eq:x0b}
\end{equation}

\section{Numbers for the model}

Energies are now divided by $h$ and given in MHz. The inputs give $\Delta/h=1000\times2=2000$ MHz. With $\mu_B/h=13.99624$ MHz/mT, $\kappa/h=2.001\times13.99624=28.0065$ MHz/mT, so $x=1$ at $2000/28.0065=71.412$ mT.

\paragraph{Pair (a), $m=-1$.} Here $u=-0.5$ and $s=0.866025$. Equation \eqref{eq:B0} gives
\begin{equation}
B_0=\frac{1000}{28.0065}\ \text{mT}=35.706\ \text{mT}=357.06\ \text{G}.
\end{equation}
Both diagonal elements of the block are $-249.50$ MHz there and the off-diagonal element is $866.03$ MHz. The levels are $-249.50\pm866.03$, that is $616.53$ and $-1115.53$ MHz, and the clock frequency is $2000\times0.866025=1732.05$ MHz. The straight line of the tempting solution would give $2000(1+ux)=2000\times0.75=1500$ MHz at this field, 13\% below the correct frequency.

The curvature is $28.0065^2/1732.05=0.4529$ MHz/mT$^2$. A field error of $0.01$ mT shifts the clock by $\frac12\times0.4529\times10^{-4}$ MHz $=22.6$ Hz. At $B=0$ the slope is $-0.5\times28.0065=-14.003$ MHz/mT, and the same error shifts the same transition by $-140.0$ kHz. The clock point removes the linear shift; the quadratic one remains.

All eight levels at $B_0$, in MHz, are:
\begin{center}
\begin{tabular}{rrr}
$m$ & $F=2$ & $F=1$\\
$+2$ & $1249.00$ & \\
$+1$ & $1072.38$ & $-1573.38$\\
$0$ & $868.03$ & $-1368.03$\\
$-1$ & $616.53$ & $-1115.53$\\
$-2$ & $251.00$ &
\end{tabular}
\end{center}
They add to zero, as they must: $\mathbf I\cdot\mathbf J$, $J_z$ and $I_z$ all have zero trace.

\paragraph{Pair (b), $m=+1$.} Now $s^2=0.75$ and
\begin{equation}
x_0\approx\frac{0.002}{2.001\times0.75}=1.333\times10^{-3},\qquad B_0\approx0.0952\ \text{mT}=0.952\ \text{G}.
\end{equation}
The full matrix gives $0.095168$ mT, equal to the estimate in all printed digits. The slope at $B=0$ is $-0.02799$ MHz/mT and the curvature is $0.29414$ MHz/mT$^2$; minus the slope divided by the curvature, $0.0952$ mT, is the field at which the quadratic term has cancelled the nuclear slope. The frequency lies $1.33$ kHz below $\Delta/h$ there. With the signs of $m$ exchanged, $\eta<0$ and no positive clock field exists.

\paragraph{A stretched level.} For $m=-2$ at $x=2$, $B=142.824$ mT, and \eqref{eq:stretch} gives $750-13.99624\times142.824\times(1-0.0015)=-1246.0$ MHz. The root taken as $|1-x|$ would give $+754.0$ MHz, wrong by the full splitting $\Delta/h$.

The numerical check tests the energies and the clock fields against matrices built from the spin operators, for several $I$; the energies are tested for both signs of $A$.

\section{Conditions}

The square root in \eqref{eq:BR} comes from having at most two states for each $m$. For $J\ge1$ and $I\ge1$ some blocks have three or more states, and this formula does not apply. The clock fields also rest on the Hamiltonian \eqref{eq:H}: a term quadratic in $B$ that differs between the two levels, or mixing with another electronic level, adds its own slope and moves the stationary point. A small added slope moves a stationary point by minus that slope divided by the curvature. The size of the shift therefore depends on both quantities at the clock field in question. In particular, a frequency term $cB^2$ adds the slope $2cB$, which for a given $c$ is much smaller at the low clock field of pair (b) than at that of pair (a) in this model.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Model: I = 1.5, A/h = 1000 MHz, gJ = 2.000, gI = -0.001
muB/h = 13.99624 MHz/mT
zero-field splitting D/h = 2000.0 MHz
(gJ-gI) muB/h = 28.00649 MHz/mT
field at which x = 1: 71.4120 mT
-- equal-m transition, m = -1 --
u = -0.500, s = 0.866025
clock field B0 = 35.7060 mT = 357.060 G
x at B0 = 0.500000
block diagonal at B0: -249.5002 and -249.5002 MHz
block off-diagonal: 866.0254 MHz
clock frequency at B0 = 1732.0508 MHz
curvature d2nu/dB2 at B0 = 0.45285 MHz/mT^2
slope of the same transition at B = 0: -14.0032 MHz/mT
field error used = 0.01 mT
shift from that error at B0 = 22.64 Hz
shift from that error at B = 0: -140017.7 Hz
-- all levels at B0 (E/h) --
F = 2, m = +2: 1249.0005 MHz
F = 2, m = +1: 1072.3759 MHz
F = 2, m = +0: 868.0340 MHz
F = 2, m = -1: 616.5252 MHz
F = 2, m = -2: 250.9995 MHz
F = 1, m = +1: -1573.3754 MHz
F = 1, m = +0: -1368.0340 MHz
F = 1, m = -1: -1115.5257 MHz
-- transition (F=2, m=+1) <-> (F=1, m=-1) --
slope at B = 0: -0.02799 MHz/mT
clock field from full matrix = 0.095168 mT = 0.95168 G
clock field from estimate    = 0.095168 mT
x at this field = 0.001333
frequency minus D/h there = -1332.00 Hz
curvature there = 0.29414 MHz/mT^2
-- stretched level m = -2 at x = 2 --
B = 142.8241 mT
energy from full matrix = -1246.0020 MHz
energy with root taken as |1-x| = 753.9980 MHz (wrong)
\end{verbatim}
